# Fowler's thermal photoemission yield and its temperature-squared threshold

Light shines on a metal gate that covers an insulating oxide. An electron that absorbs a photon may cross the barrier between the metal's Fermi level and the oxide conduction band, and the resulting current reveals the height of that barrier. At zero temperature the current should vanish when the photon energy equals the barrier. At finite temperature some electrons already lie above the Fermi level, so the threshold is blurred. How large is the current there, and how does it vary with temperature?

Let $\Phi$ be the barrier height measured from the Fermi level, $h\nu$ the photon energy, and

$$
\varepsilon=h\nu-\Phi,\qquad x=\frac{\varepsilon}{kT}.
$$

Metal energies are measured from the bottom of a free-electron band. $E_F$ denotes the chemical potential on that scale at the temperature considered, and $W=E_F+\Phi$ is the barrier top. The light intensity is fixed. The yield $Y$ is the emitted electron flux; dividing it by a fixed absorbed photon flux would not change its temperature dependence.

## First derivation: counting arrivals at the interface

At a smooth interface the momentum parallel to the surface is conserved, while the interface can take up normal momentum. A photon absorbed there therefore raises the normal kinetic energy $E_n$ by $h\nu$. This is Fowler's picture. For now the electron mass $m$ is the same on both sides. The electron can pass if

$$
E_n+h\nu>W,\qquad\text{that is,}\qquad E_n>E_F-\varepsilon .
$$

Let $\alpha$ be the probability that an arriving electron absorbs a photon and, if it satisfies this condition, escapes. We take $\alpha$ to be independent of energy and temperature. The yield is then $Y=\alpha N$, where $N$ is the flux of electrons that would satisfy the condition.

With two spin states and Fermi occupation $f$,

$$
N=\frac{2}{(2\pi)^3}\int d^3k\,v_z f .
$$

For motion towards the interface, $E_n=\hbar^2k_z^2/(2m)$ gives $v_z\,dk_z=dE_n/\hbar$. For the transverse motion, $E_\parallel=\hbar^2k_\parallel^2/(2m)$ gives

$$
d^2k_\parallel=2\pi k_\parallel\,dk_\parallel
=\frac{2\pi m}{\hbar^2}\,dE_\parallel .
$$

The factors combine as $2\cdot2\pi/(8\pi^3)=1/(2\pi^2)$, so

$$
N=\frac{m}{2\pi^2\hbar^3}
\int_{E_F-\varepsilon}^{\infty}\!dE_n
\int_0^\infty\!\frac{dE_\parallel}
{1+e^{(E_n+E_\parallel-E_F)/kT}} .
$$

The lower limit must lie inside the band, which requires $h\nu<E_F+\Phi$. Electrons that could cross without light are included, but near threshold their share is only of order $e^{-\Phi/kT}$.

For the inner integral, note that

$$
\frac{d}{du}\left[-\ln(1+e^{-u})\right]
=\frac{e^{-u}}{1+e^{-u}}=\frac1{1+e^u}.
$$

With $u=(E_n+E_\parallel-E_F)/kT$, the upper limit contributes zero and the lower limit gives

$$
kT\ln\left[1+e^{-(E_n-E_F)/kT}\right].
$$

Now set $y=(E_n-E_F+\varepsilon)/kT$. Then $dE_n=kT\,dy$ and the exponent becomes $x-y$. One factor of $kT$ comes from the transverse integral and one from the normal integral:

$$
N=AT^2F(x),\qquad A=\frac{mk^2}{2\pi^2\hbar^3},
$$

$$
F(x)=\int_0^\infty\ln(1+e^{x-y})\,dy .
$$

The dilogarithm is defined by

$$
\mathrm{Li}_2(z)=-\int_0^z\frac{\ln(1-t)}t\,dt .
$$

Put $z=-e^x$ and $t=-e^{x-y}$. Then $dt/t=-dy$, and as $t$ runs from $0$ to $z$, $y$ runs from $\infty$ to $0$. Thus $\mathrm{Li}_2(-e^x)=-F(x)$, and

$$
\boxed{Y=\alpha AT^2\left[-\mathrm{Li}_2(-e^x)\right]} .
$$

This holds on both sides of the threshold. For $x\le0$ we may also expand the logarithm and use $\int_0^\infty e^{-ny}dy=1/n$:

$$
F(x)=\sum_{n=1}^{\infty}(-1)^{n+1}\frac{e^{nx}}{n^2}.
$$

Summing and integrating may be exchanged because the integrals of the absolute terms add to at most $\sum1/n^2$. At $x=0$ the alternating sum is the full sum $\sum1/n^2=\pi^2/6$ minus twice its even terms, which amount to one quarter of the full sum:

$$
F(0)=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}
=\frac{\pi^2}{12}.
$$

At $h\nu=\Phi$, therefore,

$$
\boxed{Y=\frac{\pi^2}{12}\alpha AT^2},
$$

which is nonzero for $T>0$ and vanishes as $T\to0$. The square has a simple reading: the electrons that can pass occupy a range of order $kT$ in normal energy and another of order $kT$ in transverse energy.

## Second derivation: an opening escape cone

Suppose instead that the photon is absorbed inside the metal and that the excited electron's direction is random. Its total energy has risen by $h\nu$, and it reaches the interface without losing energy. Write its final energy as $E=W+\eta$. Its initial energy was

$$
E-h\nu=W+\eta-h\nu=E_F+\eta-\varepsilon,
$$

so its initial occupation was $1/[1+e^{(\eta-\varepsilon)/kT}]$.

At angle $\theta$ to the normal, the normal energy is $E\cos^2\theta$. Escape requires $\cos\theta>\sqrt{W/E}$. The cone's share of the full sphere is

$$
P_{\rm cone}=\frac12\left(1-\sqrt{\frac{W}{W+\eta}}\right)
=\frac{\eta}{4W}\left[1-\frac{3\eta}{4W}+\cdots\right].
$$

The cone is closed at $\eta=0$ and opens linearly. Let $C$ be a constant containing the excitation rate, the density of states and the depth from which electrons arrive. To leading order in $\eta/W$,

$$
Y=\frac{C}{4W}\int_0^\infty
\frac{\eta\,d\eta}{1+e^{(\eta-\varepsilon)/kT}}
=\frac{C(kT)^2}{4W}\int_0^\infty\frac{y\,dy}{1+e^{y-x}},
$$

where $y=\eta/kT$. Since $d\ln(1+e^{x-y})/dy=-1/(1+e^{y-x})$, integration by parts gives

$$
\int_0^\infty\frac{y\,dy}{1+e^{y-x}}
=\left[-y\ln(1+e^{x-y})\right]_0^\infty
+\int_0^\infty\ln(1+e^{x-y})\,dy .
$$

The boundary term vanishes at both ends, so the integral is $F(x)=-\mathrm{Li}_2(-e^x)$ again.

The threshold value also follows without the alternating series. Use

$$
\frac1{e^y+1}=\frac1{e^y-1}-\frac2{e^{2y}-1},
$$

which is verified by writing $e^{2y}-1=(e^y-1)(e^y+1)$. Expanding $1/(e^y-1)=\sum e^{-ny}$ gives $\int_0^\infty y\,dy/(e^y-1)=\sum1/n^2=\pi^2/6$. In the second term, replacing $2y$ by a new variable gives a factor $1/4$. Hence $F(0)=\pi^2/6-2(1/4)(\pi^2/6)=\pi^2/12$.

## What the two derivations assume

The pictures differ in where the photon is absorbed and in what happens to the direction of motion. They share an energy weight that grows linearly from threshold. To see this in the first picture, define the final total excess $\eta=E_n+E_\parallel+h\nu-W$. The condition on normal energy becomes $E_\parallel<\eta$, so the transverse integral at fixed $\eta$ supplies a factor $\eta$. In the second picture the cone supplies it.

The results have different standing. Given its assumptions, the first yields the dilogarithm with no expansion in $kT/E_F$. The second does so at leading order in $kT/W$ and also needs $C$ to be constant across the thermal range. Their prefactors are different physical quantities and cannot be equated without a model of absorption and transport.

The oxide electron mass $m_*$ may be smaller than $m$. With parallel momentum conserved, the electron needs transverse energy $(m/m_*)E_\parallel$ in the oxide, so passage requires $E_\parallel<(m_*/m)\eta$. In the first picture this multiplies the yield by $m_*/m$. In the second, $\sin^2\theta<(m_*/m)\eta/E$, and the small-cone fraction $\sin^2\theta/4$ acquires the same factor. The function $F$ and the $T^2$ law survive.

Counting electron density instead of arrival flux, as in Fowler's density form, removes the factor $v_z\propto\sqrt{E_n}$. Near threshold the relevant $E_n$ lies within a few $kT$ of $E_F$, so this factor is nearly constant and the dilogarithm returns at leading order in $kT/E_F$.

A constant passage probability above the barrier is a real restriction. At an abrupt potential step, wave reflection makes transmission start as the square root of the normal excess energy. Inserting $\sqrt{kT\,y}$ into the first integral gives $T^{5/2}$ at threshold in the low-temperature limit. For a step of 9.4 eV the exponent between 300 and 400 K is about 2.44 with equal masses and 2.36 with an oxide mass of $0.15m_e$. The $T^2$ law needs a transmission that is nearly constant over a few $kT$ above the barrier, as for a barrier smooth enough to suppress this reflection but not so thin that tunnelling dominates.

## Away from threshold

Setting $t=x-y$ gives $F(x)=\int_{-\infty}^x\ln(1+e^t)\,dt$, hence $F'(x)=\ln(1+e^x)$. Therefore

$$
\frac{d}{dx}[F(x)+F(-x)]
=\ln\frac{1+e^x}{1+e^{-x}}=x .
$$

Integrating from zero,

$$
F(x)+F(-x)=\frac{x^2}{2}+\frac{\pi^2}{6}.
$$

Well below threshold, $F(x)\simeq e^x$: emission relies on the thermal tail. Well above it, $F(-x)$ is exponentially small and $F(x)\simeq x^2/2+\pi^2/6$. As $T\to0$ at fixed $\varepsilon>0$,

$$
Y\to\alpha\frac{m\varepsilon^2}{4\pi^2\hbar^3}.
$$

This is why $\sqrt Y$ is plotted against photon energy and extrapolated to zero.

If $\varepsilon$ is held fixed while $T$ changes, $dx/d\ln T=-x$, and the local exponent is

$$
\frac{d\ln Y}{d\ln T}=2-\frac{x\ln(1+e^x)}{F(x)} .
$$

At finite $x$ it equals 2 at $x=0$ alone, because the logarithm and $F$ are positive. At 300 K it is 5.85 for $\varepsilon=-0.1$ eV and 0.35 for $\varepsilon=+0.1$ eV. Keeping the photon energy equal to the barrier as the temperature changes avoids this departure from the square law.

## A gate-stack example

Take rough values in the regime of a metal gate on hafnium oxide: $E_F=7$ eV, a zero-field barrier of 2.5 eV, a 20 nm oxide, a field $\mathcal E=0.1$ MV/cm, relative optical permittivity $\epsilon_r=4$ and oxide mass $0.15m_e$.

The departing electron is attracted by its image charge. At distance $z$ from the metal, its energy relative to the zero-field barrier is

$$
V(z)=-q\mathcal Ez-\frac az,\qquad
a=\frac{q^2}{16\pi\epsilon_0\epsilon_r}.
$$

Setting $V'=0$ gives $z_m=\sqrt{a/(q\mathcal E)}=3.0$ nm, and the lowering is $2q\mathcal Ez_m$. Since $q\mathcal E=0.01$ eV/nm, this is $2(0.01)(3.0)=0.060$ eV. The threshold is therefore $\Phi=2.440$ eV. Using 2.5 eV as the photon energy would make the 300 K yield 5.2 times its value at the actual threshold.

The charge current corresponding to $N$ has prefactor $qA\simeq120$ A cm$^{-2}$ K$^{-2}$ for the free-electron mass. At threshold and 300 K,

$$
qN=120\times300^2\times0.822
\simeq8.9\times10^6\ \mathrm{A/cm^2}.
$$

This is the supply of eligible electrons, not the photocurrent, which carries the small factor $\alpha$. The oxide-mass factor $0.15$ would reduce the supply to about $1.3\times10^6$ A/cm$^2$. At 400 K the free-mass value is $1.58\times10^7$ A/cm$^2$. The ratio is $(400/300)^2=1.78$, with $\varepsilon=0$ at both temperatures.

A direct sum over occupied momentum states at 300 K, for $\varepsilon=-0.1$, 0 and 0.2 eV, agreed with the dilogarithm formula to a relative $10^{-7}$. For the second picture, the full cone with equal masses gave a threshold exponent of 1.995 between 300 and 400 K, which shows the small $kT/W$ correction of the cone alone, with $C$ held constant. Letting $C$ follow the free-electron densities of initial and final states shifts it to 2.003, a correction of similar size and opposite sign. Density weighting changed the 300 K supply by $-0.20\%$ relative to flux weighting, with density converted to flux at the Fermi speed.

With constant $\alpha$ and a sharp barrier, the threshold signal at 300 K is 0.44% of the signal 0.5 eV higher. A cold metal would need an excess $\varepsilon=\sqrt{2F(0)}\,kT=\pi kT/\sqrt6=33$ meV to give the same yield.

The thermal term also affects a straight-line fit. Above threshold,

$$
kT\sqrt{2F}\simeq\sqrt{\varepsilon^2+\frac{\pi^2(kT)^2}{3}}
\simeq\varepsilon+\frac{\pi^2(kT)^2}{6\varepsilon}.
$$

The upward correction is larger near threshold, so it flattens the line and moves its intercept down. Fitting $\sqrt Y$ from 0.2 to 0.6 eV above the barrier underestimates $\Phi$ by 6.3 meV at 300 K and 11.2 meV at 400 K. The difference would look like a barrier slope of about $-0.05$ meV/K even if the barrier did not move.

## When the threshold is itself blurred

Let the barrier vary by $u$ about its mean, with a symmetric distribution. At the mean threshold, pairing $u$ with $-u$ and using the reflection identity gives

$$
(kT)^2\langle F(u/kT)\rangle
=\frac{\pi^2}{12}\left[(kT)^2+\frac{3\langle u^2\rangle}{\pi^2}\right].
$$

The same formula describes a symmetric photon linewidth, if $\alpha$ is constant over it. Independent variances add.

Tunnelling fits this scheme. Near its top the barrier is $-m_*\omega^2(z-z_m)^2/2$, up to a constant. The transmission of such a parabola at energy $\delta$ above the top is

$$
P(\delta)=\frac1{1+e^{-\delta/s}},\qquad s=\frac{\hbar\omega}{2\pi}.
$$

This formula is taken as known here; numerical solution of the wave equation at $\delta/\hbar\omega=-0.2$, 0 and 0.3 reproduced it within 0.001. A gradual transmission is equivalent to a spread of sharp thresholds with density $dP/d\delta$. That density is even, and integration by parts gives its variance as

$$
4\int_0^\infty\frac{\delta\,d\delta}{1+e^{\delta/s}}
=4s^2\frac{\pi^2}{12}=\frac{\pi^2s^2}{3}.
$$

With an additional Gaussian variance $\sigma^2$, the threshold law becomes

$$
Y\propto T^2+\frac{s^2+3\sigma^2/\pi^2}{k^2}.
$$

The added constant survives at zero temperature, so this blurred yield no longer follows a pure square law.

In the example, $m_*\omega^2=|V''(z_m)|=2q\mathcal E/z_m$ gives $\hbar\omega=58$ meV and $s=9.3$ meV. In this parabolic estimate, tunnelling adds $(9.3/25.9)^2\simeq13\%$ to the sharp threshold signal at 300 K. At an energy $kT$ below the top, the tunnelling exponent of the full image barrier is 1.08 times the parabolic one, so the parabola is a fair estimate of that exponent; a semiclassical transmission using the full image barrier gives an addition of about 10% in place of 13%. It leaves out reflection at the metal edge, to which we return below. A photon line of 20 meV full width at half maximum adds 3.3%, and an assumed lateral barrier spread of 30 meV standard deviation adds 41%. Together, in the parabolic estimate, they multiply the signal by 1.57 and reduce the exponent between 300 and 400 K from 2 to 1.40.

These figures assume that the metal edge itself reflects nothing. In this example that is doubtful: the barrier top is 3 nm from the metal, while an electron $kT$ above it has a wavelength of about 20 nm. If the image barrier is joined abruptly to the metal, with the image potential cut off at 0.05 to 0.2 nm, the free-electron mass in the metal, and $\psi$ and $\psi'/m$ continuous at the join, the wave equation at normal incidence gives a transmission of only 0.17 to 0.19 at the top, instead of 0.5, and the transmission keeps rising over several $kT$. The exponent between 300 and 400 K is then about 2.15 without the linewidth and barrier spread, and about 1.65 with them. Without the linewidth and spread, the 300 K signal is only about 0.55 of the sharp-barrier value. These figures depend on the matching: with the oxide mass on both sides, the transmission at the top is 0.07 to 0.08 and the exponents are about 2.27 and 1.74. The parabolic numbers therefore illustrate the blurring formula; they do not predict the exponent of an abrupt interface.

## Comparison with a real stack

The barrier, permittivity and mass are rough typical values for metal gates on hafnium oxide. The 20 nm film suits a spectroscopic structure but is thick for a transistor gate dielectric, and 0.1 MV/cm is low compared with operating fields of order 1 MV/cm. In this model the image lowering grows as $\mathcal E^{1/2}$ and $s$ as $\mathcal E^{3/4}$. At 1 MV/cm they would be about 0.19 eV and 52 meV, and the parabolic formula would make the tunnelling term about four times the thermal term at 300 K. The parabola overestimates tunnelling well below the top; a semiclassical transmission using the full image barrier there gives about three times. Both estimates leave out reflection at the metal edge. The barrier maximum would then lie only about 1 nm from the metal, where a continuum image potential is doubtful. Real interfaces also break the assumption of one uniform barrier; the 41% addition above measures that effect for the assumed spread, not for a particular device.

Two further effects change the apparent exponent even for a uniform barrier. Suppose $\Phi$ falls by 0.1 meV/K while the photon energy stays at its 300 K threshold. At 400 K the excess is 10 meV, the yield is 1.27 times that at the moving threshold, and the exponent between the two temperatures becomes 2.83.

Scattering acts the other way. An electron scattered before the barrier maximum may fall back. As a simple estimate, let the collected fraction be $e^{-z_m/\lambda}$, with $\lambda=3$ nm at 300 K and scattering proportional to $1+2n$, where $n$ is the thermal occupation of a 50 meV phonon. Then $\lambda$ falls to 2.5 nm at 400 K, and the collected fraction drops from 0.37 to 0.30. With the photon energy following a sharp barrier, the exponent becomes 1.29. These inputs are rough, but they show that $\alpha$ need not be constant on the scale of the $T^2$ law.

Thermionic emission over the barrier without light is negligible here: at 400 K it is $2\times10^{-31}$ of the eligible supply, a ratio to be divided by $\alpha$ when compared with the photocurrent. This does not cover leakage through oxide defects. The remaining values are listed in the numerical output.

## Computed values

```
Fermi energy: 7.00 eV
Zero-field barrier: 2.500 eV
Oxide thickness: 20.0 nm
Oxide field: 0.10 MV/cm
Optical permittivity: 4.0 (relative)
Oxide electron mass: 0.15 m_e
Image lowering: 0.0600 eV
Lowered barrier = threshold: 2.4400 eV
Barrier maximum position: 3.000 nm
kT at 300 K: 0.02585 eV
kT at 400 K: 0.03447 eV
F(-3): 0.049181 (dimensionless)
F(0): 0.822467 (dimensionless)
F(3): 6.095753 (dimensionless)
Threshold supply at 300 K: 8.8955e+06 A/cm2
Threshold supply at 400 K: 1.5814e+07 A/cm2
Supply ratio 400 K/300 K: 1.77778
Threshold T exponent: 2.00000
Local exponent, excess -0.1 eV, 300 K: 5.848
Local exponent, excess +0.0 eV, 300 K: 2.000
Local exponent, excess +0.1 eV, 300 K: 0.348
Supply at +0.5 eV, 300 K: 2.0407e+09 A/cm2
Threshold/+0.5 eV supply: 0.436 %
Equivalent cold excess, 300 K: 33.16 meV
Fit window: 0.2 to 0.6 eV excess
Fitted barrier error, 300 K: -6.30 meV
Fitted barrier error, 400 K: -11.17 meV
Isotropic-cone T exponent: 1.9948
Density-weighting change, 300 K: -0.201 %
Yield factor if hv = zero-field barrier: 5.158
Barrier energy quantum: 58.20 meV
Tunnelling scale s: 9.26 meV
Full/parabolic action, kT below top: 1.077
Tunnelling addition, 300 K: 12.84 %
Photon full width at half maximum: 20.0 meV
Barrier spread, standard deviation: 30.0 meV
Linewidth addition, 300 K: 3.28 %
Spread addition, 300 K: 40.93 %
Total smearing factor, 300 K: 1.5705
Smeared exponent, 300-400 K: 1.398
Barrier temperature slope: -0.10 meV/K
Barrier-shift factor at 400 K: 1.2713
Fixed-photon exponent, 300-400 K: 2.834
Phonon energy: 50.0 meV
Mean free path, 300 K: 3.00 nm
Mean free path, 400 K: 2.49 nm
Collection factor, 300 K: 0.3679
Collection factor, 400 K: 0.2996
Exponent with scattering only: 1.287
Dark/available supply, 400 K: 2.20e-31
```
